# The inverse-volume energy term of a spherical charge in a cubic supercell, part 1

(Sections cited here and not found follow in the second part.)

## First half: the term derived in real space

### What has to be decided

Consider a doubly positive oxygen vacancy in hafnium dioxide, computed in a periodic cubic cell of side 1 nm. The wanted energy belongs to one vacancy in an endless crystal. The computed energy belongs to a lattice of vacancies with a uniform compensating charge. For the model treated in the second half, the two differ by 1.74 eV.

A first correction treats the vacancy as a point charge and falls off as \(1/L\), where \(L\) is the cell side. It leaves 0.08 eV. One must then decide whether to subtract a further term, proportional to \(1/L^3\), or to pay for a larger cell. That decision needs the size and sign of the term, the charge density whose radius enters it, and whether anything else contributes at the same order.

### The charge, the background and the energy

I use Gaussian form, in which two charges at distance \(r\) have energy \(q_1q_2/r\). Multiplying every energy by \(1/(4\pi\varepsilon_0)\) gives the SI form. The medium is vacuum for now; a permittivity is added in the second half.

Let \(\rho(\mathbf r)\) be a fixed charge density, spherical about the origin and zero beyond a radius \(R\le L/2\). Define

\[
q=\int\rho(\mathbf r)\,d^3r,\qquad Q=\int\rho(\mathbf r)\,r^2\,d^3r .
\]

Here \(q\) is the net charge and \(Q\) the second radial moment. Both carry the sign of the charge, so \(Q\) is not a mean-square radius; for \(q\neq0\) the ratio \(Q/q\) has the dimension of an area.

The density is repeated at all lattice points \(\mathbf R_n\) of a cubic lattice with cell volume \(V=L^3\). Integrate Poisson's equation over one cell. The field is periodic, so its flux through opposite faces cancels, and the total charge in the cell must vanish. A uniform background of density \(-q/V\) is therefore added:

\[
\nabla^2\varphi(\mathbf r)=-4\pi\Big[\sum_n\rho(\mathbf r-\mathbf R_n)-\frac qV\Big].
\]

This fixes the periodic potential \(\varphi\) up to a constant, which I choose so that the cell average of \(\varphi\) is zero. The energy per cell is half the integral of total charge times potential:

\[
E_{\rm per}=\frac12\int_{\rm cell}\Big[\rho-\frac qV\Big]\varphi\,d^3r
=\frac12\int\rho\,\varphi\,d^3r .
\]

The background part drops out because it multiplies the cell average of \(\varphi\). The first expression does not change if a constant is added to \(\varphi\), since the cell is neutral. The shorter second expression does need the zero average.

The isolated charge has the energy

\[
E_{\rm iso}=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

Both energies contain the same self-energy of the density, so the difference \(E_{\rm per}-E_{\rm iso}\) is due to the images and the background.

### The potential of one periodic point charge

Let \(\psi(\mathbf s)\) be the zero-average periodic potential of a unit point charge:

\[
\nabla^2\psi=-4\pi\Big[\sum_n\delta(\mathbf s-\mathbf R_n)-\frac1V\Big].
\]

It is unique. The difference of two solutions would be periodic with zero Laplacian, hence constant, and the zero average makes that constant vanish. By superposition \(\varphi(\mathbf r)=\int\rho(\mathbf r')\psi(\mathbf r-\mathbf r')\,d^3r'\), which also has zero average because each shifted copy of \(\psi\) has. Therefore

\[
E_{\rm per}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
\]

Inside the sphere \(s<L\) there is one point charge, the one at the origin. Subtract its own potential and call the rest \(u(\mathbf s)=\psi(\mathbf s)-1/s\). Since \(\nabla^2(1/s)=-4\pi\delta(\mathbf s)\), the delta functions cancel and

\[
\nabla^2u=\frac{4\pi}{V}\qquad(s<L).
\]

In three dimensions \(\nabla^2s^2=6\), so the function \(2\pi s^2/(3V)\) has the Laplacian \(6\cdot2\pi/(3V)=4\pi/V\), as required. Write the value of \(u\) at the origin as \(-\alpha/L\). Then

\[
\psi(\mathbf s)=\frac1s-\frac{\alpha}{L}+\frac{2\pi s^2}{3V}+h(\mathbf s),
\qquad \nabla^2h=0\ \ (s<L),\qquad h(0)=0 .
\]

The number \(\alpha\) does not depend on \(L\). If \(\psi_1\) solves the problem for unit side, then \(\psi_1(\mathbf s/L)/L\) solves it for side \(L\): two derivatives and the prefactor give \(L^{-3}\), which turns \(\delta(\mathbf s/L-\mathbf n)\) into \(\delta(\mathbf s-L\mathbf n)\) and the unit background into \(1/V\).

### A neutral-sphere estimate of both terms

The constant and the quadratic term can be understood by replacing the cubic cell with a sphere of the same volume and radius \(b\), so that \(4\pi b^3/3=V\). A unit charge sits at its centre and the sphere is filled with background of total charge \(-1\). The potential inside is

\[
\frac1s-\frac{3}{2b}+\frac{s^2}{2b^3},
\]

and it vanishes at and beyond \(s=b\). Since \(b^3=3V/(4\pi)\), the last term is \(2\pi s^2/(3V)\). This is the quadratic term found above, and it comes from the background close to the charge.

The average of this potential over the sphere is

\[
\frac{3}{b^3}\int_0^b\Big(s-\frac{3s^2}{2b}+\frac{s^4}{2b^3}\Big)ds
=\frac3b\Big(\frac12-\frac12+\frac1{10}\Big)=\frac{3}{10b}.
\]

Subtracting it to obtain a zero average gives the regular part at the centre the value \(-3/(2b)-3/(10b)=-9/(5b)\). With \(b=0.6204\,L\) this is \(-2.90/L\), an estimate \(\alpha\approx2.90\). Both parts of the constant are negative: \(-3/(2b)\) is the potential of the surrounding background at the charge, and \(-3/(10b)\) comes from the zero-average condition.

### The lattice constant from an Ewald sum

For the cubic lattice, surround each point charge by a Gaussian cloud of opposite charge and add the same cloud back. The unit cloud \((\eta^3/\pi^{3/2})e^{-\eta^2r^2}\) has the potential \(\mathrm{erf}(\eta r)/r\), so a point charge minus its cloud gives \(\mathrm{erfc}(\eta r)/r\), which is short-ranged. The integral of that potential over all space is

\[
4\pi\int_0^\infty r\,\mathrm{erfc}(\eta r)\,dr
=4\pi\,\frac{\eta}{\sqrt\pi}\int_0^\infty r^2e^{-\eta^2r^2}dr
=\frac{\pi}{\eta^2},
\]

where the first step is an integration by parts. The short-range sum thus has the cell average \(\pi/(\eta^2V)\), which must be subtracted. The added clouds are summed over the non-zero reciprocal vectors \(\mathbf G\), each with the weight \(4\pi e^{-G^2/4\eta^2}/(VG^2)\). At the origin, removing \(1/r\) from the central term leaves \(-\mathrm{erf}(\eta r)/r\to-2\eta/\sqrt\pi\). Hence

\[
-\frac{\alpha}{L}=\sum_{n\ne0}\frac{\mathrm{erfc}(\eta R_n)}{R_n}
+\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{\pi}{\eta^2V}-\frac{2\eta}{\sqrt\pi}.
\]

The result is \(\alpha=2.837297\). The splitting parameter \(\eta\) is arbitrary, and the values \(\eta L=1.8\) and \(2.2\) give the same \(\alpha\) to within \(10^{-10}\). The neutral-sphere estimate was 2 % too large.

### Why the remainder drops out

A harmonic function has the mean-value property. Let \(M(a)\) be its average over a sphere of radius \(a\) about a point \(\mathbf c\). Differentiating with respect to \(a\) and using the divergence theorem,

\[
\frac{dM}{da}=\frac{1}{4\pi a^2}\oint\nabla h\cdot d\mathbf S
=\frac{1}{4\pi a^2}\int_{\rm ball}\nabla^2h\,d^3r=0 ,
\]

so \(M(a)=M(0)=h(\mathbf c)\), provided that \(h\) is harmonic throughout the ball.

Apply this to \(\iint\rho\rho'h(\mathbf r-\mathbf r')\). Fix \(\mathbf r'\) and average over the directions of \(\mathbf r\) at fixed length \(r\). The argument of \(h\) runs over a sphere of radius \(r\) about \(-\mathbf r'\), and the ball inside it reaches no farther from the origin than \(r+r'\). Both lengths are at most \(R\le L/2\), so \(r+r'<L\), apart from the case \(r=r'=L/2\), which has zero weight in the integral. The average is therefore \(h(-\mathbf r')\). Averaging next over the directions of \(\mathbf r'\) gives \(h(0)=0\).

Because \(\rho\) depends on the length of its argument alone, the double integral is a weighted sum of such double averages:

\[
\iint\rho(\mathbf r)\rho(\mathbf r')\,h(\mathbf r-\mathbf r')\,d^3r\,d^3r'=0 .
\]

This is an equality, not the leading part of an expansion. It can be tested on \(\psi\) itself, whose average over a sphere of radius \(r\) about the origin should equal \(1/r-\alpha/L+2\pi r^2/(3V)\). For \(r/L=0.2\), 0.5 and 0.7 the averages of the Ewald potential agree with this to \(5\times10^{-14}/L\).

### From the squared distance to the moment

The quadratic term of \(\psi\) requires the charge-weighted squared distance. Expand \(|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\,\mathbf r\cdot\mathbf r'\) and integrate each part:

\[
\iint\rho\rho'\,|\mathbf r-\mathbf r'|^2\,d^3r\,d^3r'=Qq+qQ-2\,\mathbf p\cdot\mathbf p=2qQ-2p^2,
\qquad \mathbf p=\int\rho\,\mathbf r\,d^3r .
\]

For a spherical density the dipole \(\mathbf p\) is zero, because \(\mathbf r\) and \(-\mathbf r\) carry equal charge.

Now insert the four parts of \(\psi\) into the energy. The part \(1/s\) gives \(E_{\rm iso}\). The constant gives \(\tfrac12(-\alpha/L)q^2\). The quadratic part gives

\[
\frac12\cdot\frac{2\pi}{3V}\cdot2qQ=\frac{2\pi qQ}{3V},
\]

and \(h\) gives zero. The result is

\[
\boxed{E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2L}+\frac{2\pi qQ}{3L^3}}
\]

The inverse-volume term is proportional to net charge times second radial moment. If the charge has one sign throughout, \(qQ>0\) and the term raises the periodic energy. To recover \(E_{\rm iso}\) one adds \(+\alpha q^2/(2L)\) and subtracts \(2\pi qQ/(3L^3)\). The product can also be negative: a point charge \(+2\) inside a thin shell of charge \(-1\) and radius \(d\) has \(q=1\) and \(Q=-d^2\).

### Where the two equal halves come from

Integrated over the source charge, the quadratic part of \(\psi\) produces the potential

\[
\frac{2\pi}{3V}\int\rho(\mathbf r')\,|\mathbf r-\mathbf r'|^2\,d^3r'=\frac{2\pi}{3V}\,(qr^2+Q).
\]

The part \(qr^2\) is the curvature due to the background. In this part, which leaves out the charge's own potential, the outer portions of a positive charge sit higher than its centre.

The constant \(2\pi Q/(3V)\) comes from the zero-average condition. Let \(\varphi_{\rm iso}\) be the potential of the isolated density and put \(f=\varphi_{\rm iso}-q/r\), which vanishes beyond \(R\). With \(\nabla^2(r^2/6)=1\) and two integrations by parts,

\[
\int f\,d^3r=\int\frac{r^2}{6}\,\nabla^2f\,d^3r=-\frac{4\pi}{6}\int r^2\,[\rho-q\,\delta(\mathbf r)]\,d^3r=-\frac{2\pi Q}{3}.
\]

Spreading the charge changes the cell average by \(-2\pi Q/(3V)\), and a constant of opposite sign restores zero. In \(\tfrac12\int\rho\varphi\) the curvature and the constant each contribute \(\pi qQ/(3V)\).

### Other cells and other shapes

The proof used the cubic cell only to name the lattice constant and the nearest-image distance. For a spherical charge in another cell, \(-\alpha/L\) becomes that cell's value of \(u(0)\), and \(2R\) must not exceed the shortest lattice vector. The term \(2\pi qQ/(3V)\) is unchanged.

For a charge that is not spherical, \(h\) no longer averages away and the cubic symmetry matters. Inversion symmetry removes the odd powers from \(h\). A quadratic form with cubic symmetry is a multiple of \(s^2\), which is not harmonic, so \(h\) has no quadratic part either. It starts at fourth order and, by the scaling of \(\psi\), that part is of the form \(s^4/L^5\) times a function of direction. A compact charge in a cubic cell with \(\mathbf p=0\) therefore keeps the same \(L^{-3}\) term and in general acquires a further term of order \(L^{-5}\).

## Second half: screening, numbers and limits

### Symbols and results carried over

A fixed spherical charge has net charge \(q\) and second radial moment \(Q=\int\rho r^2d^3r\), and lies within a radius \(R\le L/2\) in a cubic cell of side \(L\) and volume \(V\). A uniform background makes the cell neutral, and the mean potential is zero. In vacuum and in Gaussian form,

\[
E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2L}+\frac{2\pi qQ}{3V},\qquad\alpha=2.837297 .
\]

I call the two parts the point term and the moment term. For a non-spherical charge without dipole, the next term is of order \(L^{-5}\).

### The same term from the missing zero wavevector

A second derivation shows where screening enters. Define \(\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r\). For a spherical density the average of the exponential over directions is \(\sin(kr)/(kr)=1-k^2r^2/6+\dots\), so

\[
\rho(k)=q-\frac{Qk^2}{6}+\dots,\qquad |\rho(k)|^2=q^2-\frac{qQk^2}{3}+\dots
\]

Poisson's equation gives the Fourier coefficients of the periodic potential as \(4\pi\rho(\mathbf G)/(VG^2)\) for \(\mathbf G\neq0\), and zero for \(\mathbf G=0\). Inserted in \(\tfrac12\int\rho\varphi\), and in the corresponding integral for the isolated charge, this gives

\[
E_{\rm per}=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2},\qquad
E_{\rm iso}=2\pi\int\frac{d^3k}{(2\pi)^3}\frac{|\rho(\mathbf k)|^2}{k^2}=\frac1\pi\int_0^\infty|\rho(k)|^2dk .
\]

Compare the charge with a very narrow Gaussian of the same \(q\) and width \(\lambda\), for which \(|\rho|^2=q^2e^{-\lambda^2k^2}\). As \(\lambda\to0\), its energy shift tends to the point term. The difference of the two summands,

\[
f(\mathbf k)=\frac{|\rho(\mathbf k)|^2-q^2e^{-\lambda^2k^2}}{k^2},\qquad f(0)=-\frac{qQ}{3}+q^2\lambda^2 ,
\]

is finite at \(k=0\). Let \(\tilde f(\mathbf r)=\int f(\mathbf k)e^{i\mathbf k\cdot\mathbf r}d^3k/(2\pi)^3\). The periodic function \(\sum_n\tilde f(\mathbf r+\mathbf R_n)\) has the Fourier coefficients \(f(\mathbf G)/V\). Evaluated at \(\mathbf r=0\), this reads

\[
\frac1V\sum_{\mathbf G}f(\mathbf G)=\sum_n\tilde f(\mathbf R_n).
\]

The term \(n=0\) on the right is the integral that belongs to the isolated charges. The terms \(n\neq0\) measure how the interaction of two displaced copies of \(\rho\) differs from that of two narrow charges. They vanish for spherical charges that do not overlap, which interact as points. The sum on the left includes \(\mathbf G=0\), whereas the energy does not. The shift relative to the narrow charge is therefore

\[
-\frac{2\pi}{V}f(0)\;\longrightarrow\;+\frac{2\pi qQ}{3V}\qquad(\lambda\to0).
\]

The minus sign of the expansion and the minus sign of the omitted term combine to give the plus sign found before.

Two derivations, one in real space and one from the missing zero wavevector, give the same inverse-volume term \(+2\pi qQ/(3V)\) for a fixed spherical charge in vacuum. It remains to test the formula on specific densities, to include screening, and to decide whether the term should be subtracted for the vacancy at 1 nm.
